# Forces from equilibrated charges: stationarity and the adjoint solve: a program that tests the result

```python
"""Forces in charge-equilibration models.

Charges q minimize E(R,q) = chi(R).q + q.A(R)q/2 at fixed sum(q) = Q.
Result under test:
  force from E   = -(partial E/partial x), with q held fixed;
  force from E+U = -(partial E/partial x) - (partial U/partial x)
                   + lam.(A_x q + chi_x),
where U(R,q) is a separate energy evaluated at the same charges and
  A lam + eta*1 = partial U/partial q,   sum(lam) = 0.
A_x, chi_x: explicit derivatives with respect to a nuclear coordinate x.
Units: eV, angstrom (Ang), elementary charge e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import minimize
from scipy.special import erf

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV Ang / e^2
CHI_AMP, CHI_WIDTH = 0.5, 2.0        # environment term of chi: eV/e, Ang
REP_B, REP_RHO, REP_A = 200.0, 0.3, 2.0   # separate energy: eV, Ang, 1/e^2


def kernel(r, sigma_i, sigma_j):
    """Coulomb interaction of two unit Gaussian charges and its r-derivative."""
    s = np.sqrt(2 * (sigma_i**2 + sigma_j**2))
    value = COULOMB * erf(r / s) / r
    slope = COULOMB * (2 / (np.sqrt(np.pi) * s) * np.exp(-(r / s)**2) / r
                       - erf(r / s) / r**2)
    return value, slope


def environment(r):
    value = CHI_AMP * np.exp(-(r / CHI_WIDTH)**2)
    return value, -2 * r / CHI_WIDTH**2 * value


def repulsion(r):
    value = REP_B * np.exp(-r / REP_RHO)
    return value, -value / REP_RHO


def pairs(pos):
    for i in range(len(pos)):
        for j in range(i + 1, len(pos)):
            d = pos[i] - pos[j]
            r = np.linalg.norm(d)
            yield i, j, r, d / r


def build(pos, model):
    """Hardness matrix A, electronegativities chi, summed repulsion per site."""
    chi0, hard, sigma = model
    A = np.diag(hard + COULOMB / (sigma * np.sqrt(np.pi)))
    chi = chi0.copy()
    rep_sum = np.zeros(len(pos))
    for i, j, r, _ in pairs(pos):
        A[i, j] = A[j, i] = kernel(r, sigma[i], sigma[j])[0]
        chi[[i, j]] += environment(r)[0]
        rep_sum[[i, j]] += repulsion(r)[0]
    return A, chi, rep_sum


def bordered_solve(A, rhs, total):
    n = len(A)
    K = np.zeros((n + 1, n + 1))
    K[:n, :n] = A
    K[:n, n] = K[n, :n] = 1
    sol = np.linalg.solve(K, np.append(rhs, total))
    return sol[:n], sol[n]


def charges(pos, model, Q, eps=0.0):
    """Minimizer of E + eps*U at fixed total charge, and its multiplier mu."""
    A, chi, rep_sum = build(pos, model)
    q, minus_mu = bordered_solve(A + eps * np.diag(2 * REP_A * rep_sum), -chi, Q)
    return q, -minus_mu


def energy_E(pos, model, q):
    A, chi, _ = build(pos, model)
    return chi @ q + 0.5 * q @ A @ q


def energy_U(pos, q):
    return sum(repulsion(r)[0] * (1 + REP_A * (q[i]**2 + q[j]**2))
               for i, j, r, _ in pairs(pos))


def assemble(pos, radial_derivative):
    grad = np.zeros_like(pos)
    for i, j, r, unit in pairs(pos):
        g = radial_derivative(i, j, r) * unit
        grad[i] += g
        grad[j] -= g
    return grad


def grad_E(pos, model, q):
    sg = model[2]
    return assemble(pos, lambda i, j, r: q[i] * q[j] * kernel(r, sg[i], sg[j])[1]
                    + (q[i] + q[j]) * environment(r)[1])


def grad_U(pos, q):
    return assemble(pos, lambda i, j, r: repulsion(r)[1]
                    * (1 + REP_A * (q[i]**2 + q[j]**2)))


def mixed(pos, model, q, vec):
    """vec.(A_x q + chi_x) for every nuclear coordinate x."""
    sg = model[2]
    return assemble(pos, lambda i, j, r: (vec[i] * q[j] + vec[j] * q[i])
                    * kernel(r, sg[i], sg[j])[1]
                    + (vec[i] + vec[j]) * environment(r)[1])


def adjoint(pos, model, q):
    A, _, rep_sum = build(pos, model)
    u = 2 * REP_A * q * rep_sum
    lam, eta = bordered_solve(A, u, 0.0)
    return u, lam, eta


def forces(pos, model, Q):
    """Fixed-charge force and complete force belonging to E + U."""
    q, _ = charges(pos, model, Q)
    _, lam, _ = adjoint(pos, model, q)
    fixed = -grad_E(pos, model, q) - grad_U(pos, q)
    return fixed, fixed + mixed(pos, model, q, lam)


def numerical_gradient(func, pos, h=1e-4):
    """Central differences; the coordinate indices come first in the result."""
    rows = []
    for i in range(len(pos)):
        for c in range(3):
            step = np.zeros_like(pos)
            step[i, c] = h
            rows.append((func(pos + step) - func(pos - step)) / (2 * h))
    rows = np.array(rows)
    return rows.reshape(pos.shape + rows.shape[1:])


pos3 = np.array([[0.0, 0, 0], [1.5, 0, 0], [-0.5, 1.8, 0]])
model3 = (np.array([2.0, 6.0, 7.0]), np.array([4.0, 5.0, 6.0]),
          np.array([0.8, 0.6, 0.6]))
pos5 = np.array([[0.0, 0, 0], [1.6, 0.2, 0], [-0.4, 1.7, 0.3],
                 [0.3, -0.5, 1.8], [1.5, 1.6, 1.2]])
model5 = (np.array([2.0, 6.0, 7.0, 4.0, 5.0]),
          np.array([4.0, 5.0, 6.0, 5.0, 4.0]),
          np.array([0.8, 0.6, 0.6, 0.7, 0.9]))

# Gaussian Coulomb kernel against its Fourier integral, including r = 0
for r, si, sj in [(0.0, 0.6, 0.6), (1.5, 0.8, 0.6), (2.7, 0.6, 0.6)]:
    integral = quad(lambda k: np.exp(-k**2 * (si**2 + sj**2) / 2)
                    * np.sinc(k * r / np.pi), 0, 20, epsabs=1e-11)[0]
    closed = kernel(r, si, sj)[0] if r > 0 else COULOMB / (si * np.sqrt(np.pi))
    assert abs(2 * COULOMB / np.pi * integral - closed) < 1e-7

# General tests on a neutral planar and a charged three-dimensional cluster
for pos, model, Q in [(pos3, model3, 0.0), (pos5, model5, 1.0)]:
    n = len(pos)
    A, chi, _ = build(pos, model)
    q, mu = charges(pos, model, Q)
    u, lam, eta = adjoint(pos, model, q)
    assert np.linalg.eigvalsh(A)[0] > 0

    # charges against direct minimization in the fixed-total-charge subspace
    Z = null_space(np.ones((1, n)))
    best = minimize(lambda y: energy_E(pos, model, Q / n + Z @ y), np.zeros(n - 1))
    assert np.allclose(Q / n + Z @ best.x, q, atol=1e-5)

    # multiplier as derivative of the minimum energy with total charge
    e_of_Q = [energy_E(pos, model, charges(pos, model, Q + d)[0])
              for d in (1e-3, -1e-3)]
    assert abs((e_of_Q[0] - e_of_Q[1]) / 2e-3 - mu) < 1e-8

    # minimized functional: fixed-charge force is complete, charges do move
    fd_E = numerical_gradient(
        lambda p: energy_E(p, model, charges(p, model, Q)[0]), pos)
    dq = numerical_gradient(lambda p: charges(p, model, Q)[0], pos)
    assert np.allclose(fd_E, grad_E(pos, model, q), atol=1e-6)
    assert np.abs(dq).max() > 1e-2

    # separate energy: adjoint term is needed and sufficient
    def sequential(p):
        qp = charges(p, model, Q)[0]
        return energy_E(p, model, qp) + energy_U(p, qp)
    fd_total = -numerical_gradient(sequential, pos)
    fixed, full = forces(pos, model, Q)
    assert np.allclose(full, fd_total, atol=1e-6)
    assert np.abs(fixed - fd_total).max() > 1e-2
    assert np.allclose(dq @ u, -mixed(pos, model, q, lam), atol=1e-6)

    # direct charge response, one right-hand side per coordinate
    g_all = np.stack([mixed(pos, model, q, np.eye(n)[i]) for i in range(n)], -1)
    direct = np.array([[bordered_solve(A, -g_all[i, c], 0.0)[0]
                        for c in range(3)] for i in range(n)])
    assert np.allclose(direct, dq, atol=1e-6)

    # choosing the minimized functional itself as separate energy: lam = 0
    slope_q = np.array([(energy_E(pos, model, q + d) - energy_E(pos, model, q - d))
                        / 2e-3 for d in 1e-3 * np.eye(n)])
    lam_self, eta_self = bordered_solve(A, slope_q, 0.0)
    assert np.allclose(lam_self, 0, atol=1e-9) and abs(eta_self - mu) < 1e-8

    # lam is minus the charge response to admixing U in the minimization
    eps = 1e-4
    response = (charges(pos, model, Q, eps)[0]
                - charges(pos, model, Q, -eps)[0]) / (2 * eps)
    assert np.allclose(response, -lam, atol=1e-7)

    # joint minimization of E + U: no response term, but another surface
    def joint(p):
        qp = charges(p, model, Q, 1.0)[0]
        return energy_E(p, model, qp) + energy_U(p, qp)
    qj = charges(pos, model, Q, 1.0)[0]
    joint_force = -grad_E(pos, model, qj) - grad_U(pos, qj)
    assert np.allclose(joint_force, -numerical_gradient(joint, pos), atol=1e-6)
    assert joint(pos) < sequential(pos) - 1e-5

    if n == 3:
        ex = dict(A=A, chi=chi, q=q, mu=mu, u=u, lam=lam, eta=eta, dq=dq,
                  g=g_all, fixed=fixed, full=full, fd=fd_total, qj=qj,
                  seq=sequential(pos), joint=joint(pos), jf=joint_force,
                  fE=-grad_E(pos, model, q), fdE=-fd_E)

# Work around a closed circle of site 3 (periodic trapezoidal rule)
radius, npts = 0.3, 120
work_fixed = work_full = 0.0
for t in 2 * np.pi * np.arange(npts) / npts:
    p = pos3.copy()
    p[2] += radius * np.array([np.cos(t), np.sin(t), 0])
    tangent = radius * np.array([-np.sin(t), np.cos(t), 0]) * 2 * np.pi / npts
    f_fixed, f_full = forces(p, model3, 0.0)
    work_fixed += f_fixed[2] @ tangent
    work_full += f_full[2] @ tangent
assert abs(work_full) < 1e-9 and abs(work_fixed) > 1e-4


def show(label, values, unit, digits=5):
    text = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


print("Three-site model, total charge 0; site order 1 2 3")
show("Coulomb constant k", COULOMB, "eV Ang/e^2")
for i in range(3):
    show(f"position of site {i + 1} (x y)", pos3[i, :2], "Ang", 2)
show("chi0", model3[0], "eV/e", 2)
show("J", model3[1], "eV/e^2", 2)
show("sigma", model3[2], "Ang", 2)
print(f"chi environment: b = {CHI_AMP} eV/e, w = {CHI_WIDTH} Ang")
print(f"U: B = {REP_B} eV, rho = {REP_RHO} Ang, a = {REP_A} 1/e^2")
for i, j, r, _ in pairs(pos3):
    tag = f"pair {i + 1}-{j + 1}"
    gam = kernel(r, model3[2][i], model3[2][j])
    show(f"{tag} distance", r, "Ang")
    show(f"{tag} dgamma/dr", gam[1], "eV/(e^2 Ang)")
    show(f"{tag} df/dr", environment(r)[1], "eV/(e Ang)")
    show(f"{tag} B exp(-r/rho)", repulsion(r)[0], "eV")
for i in range(3):
    show(f"A row {i + 1}", ex["A"][i], "eV/e^2")
show("smallest eigenvalue of A", np.linalg.eigvalsh(ex["A"])[0], "eV/e^2")
show("chi", ex["chi"], "eV/e")
show("charges q", ex["q"], "e")
show("multiplier mu", ex["mu"], "eV/e")
show("E", energy_E(pos3, model3, ex["q"]), "eV")
show("U", energy_U(pos3, ex["q"]), "eV")
show("u = dU/dq", ex["u"], "eV/e")
show("adjoint lambda", ex["lam"], "e")
show("adjoint eta", ex["eta"], "eV/e")
print("Moving site 2 along x:")
show("g = A_x q + chi_x", ex["g"][1, 0], "eV/(e Ang)")
show("dq/dx by differences", ex["dq"][1, 0], "e/Ang")
show("u.dq/dx", ex["dq"][1, 0] @ ex["u"], "eV/Ang")
show("-lambda.g", -ex["lam"] @ ex["g"][1, 0], "eV/Ang")
print("Forces on site 2 (x y):")
show("E only, fixed charges", ex["fE"][1, :2], "eV/Ang")
show("E only, differences", ex["fdE"][1, :2], "eV/Ang")
show("E+U, fixed charges", ex["fixed"][1, :2], "eV/Ang")
show("E+U, with adjoint term", ex["full"][1, :2], "eV/Ang")
show("E+U, differences", ex["fd"][1, :2], "eV/Ang")
show("joint minimization", ex["jf"][1, :2], "eV/Ang")
show("joint charges", ex["qj"], "e")
show("E+U sequential, joint", [ex["seq"], ex["joint"]], "eV")
show("loop radius, site 3", radius, "Ang", 2)
show("loop work, fixed-charge force", work_fixed, "eV", 6)
print(f"loop work, complete force: {work_full:.1e} eV")
print("OK")
```

Output:

```
Three-site model, total charge 0; site order 1 2 3
Coulomb constant k: 14.39965 eV Ang/e^2
position of site 1 (x y): 0.00 0.00 Ang
position of site 2 (x y): 1.50 0.00 Ang
position of site 3 (x y): -0.50 1.80 Ang
chi0: 2.00 6.00 7.00 eV/e
J: 4.00 5.00 6.00 eV/e^2
sigma: 0.80 0.60 0.60 Ang
chi environment: b = 0.5 eV/e, w = 2.0 Ang
U: B = 200.0 eV, rho = 0.3 Ang, a = 2.0 1/e^2
pair 1-2 distance: 1.50000 Ang
pair 1-2 dgamma/dr: -3.05805 eV/(e^2 Ang)
pair 1-2 df/dr: -0.21367 eV/(e Ang)
pair 1-2 B exp(-r/rho): 1.34759 eV
pair 1-3 distance: 1.86815 Ang
pair 1-3 dgamma/dr: -2.79716 eV/(e^2 Ang)
pair 1-3 df/dr: -0.19518 eV/(e Ang)
pair 1-3 B exp(-r/rho): 0.39500 eV
pair 2-3 distance: 2.69072 Ang
pair 2-3 dgamma/dr: -1.95290 eV/(e^2 Ang)
pair 2-3 df/dr: -0.11009 eV/(e Ang)
pair 2-3 B exp(-r/rho): 0.02546 eV
A row 1: 14.15516 8.31710 7.23206 eV/e^2
A row 2: 8.31710 18.54022 5.34346 eV/e^2
A row 3: 7.23206 5.34346 19.54022 eV/e^2
smallest eigenvalue of A: 7.01771 eV/e^2
chi: 2.49384 6.36672 7.29078 eV/e
charges q: 0.39991 -0.18936 -0.21055 e
multiplier mu: 5.05697 eV/e
E: -0.87167 eV
U: 2.46116 eV
u = dU/dq: 2.78749 -1.03999 -0.35410 eV/e
adjoint lambda: 0.32918 -0.20867 -0.12050 e
adjoint eta: 0.73497 eV/e
Moving site 2 along x:
g = A_x q + chi_x: 0.36540 -1.21280 0.19304 eV/(e Ang)
dq/dx by differences: -0.08935 0.10117 -0.01181 e/Ang
u.dq/dx: -0.35010 eV/Ang
-lambda.g: -0.35010 eV/Ang
Forces on site 2 (x y):
E only, fixed charges: -0.16144 -0.02263 eV/Ang
E only, differences: -0.16144 -0.02263 eV/Ang
E+U, fixed charges: 6.16260 -0.08850 eV/Ang
E+U, with adjoint term: 6.51270 -0.02554 eV/Ang
E+U, differences: 6.51270 -0.02554 eV/Ang
joint minimization: 5.03473 -0.05842 eV/Ang
joint charges: 0.22207 -0.08225 -0.13983 e
E+U sequential, joint: 1.58949 1.27342 eV
loop radius, site 3: 0.30 Ang
loop work, fixed-charge force: -0.013903 eV
loop work, complete force: 1.5e-16 eV
OK
```
